# Critical Thickness for Drying Cracks in a Porous Layer

A porous layer of thickness $h$ is bonded to a thick, stiff substrate. Its connected pores, of radius $r$, are full of liquid. As the liquid evaporates, menisci in the pore mouths put the remaining liquid under tension and the layer tries to shrink, but the substrate prevents it from shrinking sideways. The problem is to find the thickness at which a long crack can spread.

The layer is treated as a homogeneous, isotropic, linearly elastic porous solid, with $h\gg r$ and small strains. Its drained constants, measured with the liquid free to move at fixed pressure, are Young modulus $E$, Poisson ratio $\nu$, bulk modulus $K$, shear modulus $\mu$ and $\lambda=2\mu\nu/(1-2\nu)$. Tensile stress is positive, and pressures are relative to the gas. The $z$ axis points up from the substrate at $z=0$. Until part (g), drying is the sole source of stress.

## (a) How large is the tension in the liquid?

**Solution.** Let a meniscus in a cylindrical pore recede by $dx$ without changing shape. A wall area $2\pi r\,dx$ passes from wet to dry. By Young's equation this costs $\gamma\cos\theta$ per area, where $\gamma$ is the surface tension and $\theta$ the contact angle.

A liquid volume $V$ at pressure $p$ contributes $-pV$ to the grand potential. Losing the volume $\pi r^2dx$ therefore changes it by $+p\,\pi r^2dx$. At equilibrium the total change vanishes:

$$2\pi r\gamma\cos\theta+p\,\pi r^2=0,\qquad p=-p_c,\qquad p_c=\frac{2\gamma\cos\theta}{r}.$$

While the menisci are still flattening or bending at the pore mouths, the tension is smaller. The value $p_c$ is reached when they are about to enter the pores, with the layer still full. This is the state studied here. It requires pores of similar radius and a liquid that does not cavitate first.

## (b) What stress does this tension produce in the layer?

**Solution.** In a linear, isotropic porous solid the total stress, carried by skeleton and liquid together, is

$$\sigma_{ij}=\lambda\varepsilon_{kk}\delta_{ij}+2\mu\varepsilon_{ij}-b\,p\,\delta_{ij}.$$

To find $b$, apply the same pressure $p$ inside the pores and outside the sample. If the solid is a single material of bulk modulus $K_s$, it is then under uniform pressure everywhere, and the whole body shrinks by $\varepsilon_{kk}=-p/K_s$. The mean total stress is $-p$, so

$$-p=-\frac{K}{K_s}p-bp\quad\Rightarrow\quad b=1-\frac{K}{K_s}.$$

This is not the porosity. A hollow elastic sphere with void fraction 0.50 and the silicon constants of part (f) gives $b=0.676$.

Now set $p=-p_c$. Sideways strain is forbidden, and the top surface carries no total traction. With $M=\lambda+2\mu$,

$$0=\sigma_{zz}=M\varepsilon_{zz}+bp_c\quad\Rightarrow\quad \varepsilon_{zz}=-\frac{bp_c}{M}.$$

The layer thins. Its in-plane stress is

$$\sigma=\lambda\varepsilon_{zz}+bp_c=bp_c\left(1-\frac{\lambda}{M}\right).$$

Since $M=2\mu(1-\nu)/(1-2\nu)$, the ratio is $\lambda/M=\nu/(1-\nu)$, and

$$\sigma=b\,\frac{1-2\nu}{1-\nu}\,p_c .$$

For $\nu=0$ the stress is $bp_c$. As $\nu\to1/2$ it vanishes at fixed $bp_c$: the vertical squeeze makes the skeleton push sideways as hard as the liquid pulls.

## (c) How much energy does a crack release?

Consider a long straight crack in the plane $x=0$, running along $y$ and reaching from the top surface down to depth $a\le h$.

**Solution.** The crack is assumed to move slowly enough for the liquid pressure to stay at $-p_c$. The quantity to minimize is then the grand potential, which up to a constant is

$$\Omega[\mathbf u]=\int\left(\tfrac12\,\varepsilon:C:\varepsilon+bp_c\,\varepsilon_{kk}\right)dV,$$

where $C$ holds the drained constants. Its derivative with respect to strain is the total stress of part (b), as it must be.

Let $\mathbf u^0$ be the uncracked displacement, with total stress $\sigma^0$, and write $\mathbf u=\mathbf u^0+\mathbf v$. Then

$$\Omega[\mathbf u]-\Omega[\mathbf u^0]=\int\sigma^0:\varepsilon(\mathbf v)\,dV+\tfrac12\int\varepsilon(\mathbf v):C:\varepsilon(\mathbf v)\,dV .$$

Because $\sigma^0$ is in balance, the first integral reduces to surface terms. The top gives none, since it is free of traction. The base gives none, since $\mathbf v=0$ there. The two crack faces have opposite outward normals and give, per length along $y$,

$$\int\sigma\,[v_x(0^-)-v_x(0^+)]\,dz=-\sigma\int\delta\,dz,$$

where $\delta$ is the crack opening. The released energy per length is therefore

$$W(a)=\max_{\mathbf v}\left[\sigma\int\delta\,dz-\tfrac12\int\varepsilon(\mathbf v):C:\varepsilon(\mathbf v)\,dx\,dz\right].$$

This is the problem of a drained layer whose crack faces are pushed apart by a pressure $\sigma$. At the maximum the elastic energy is half the work term, so

$$W(a)=\tfrac12\,\sigma\int\delta\,dz .$$

The liquid enters through $\sigma$ alone, provided the crack is filled with gas and its faces carry no traction. A slit narrower than $r$ stays full of liquid under tension, so the opening must be large compared with $r$. At the threshold of part (d) the mean opening is $2\Gamma/\sigma$, which for the layers of part (f) is 14 nm with water and 46 nm with ethanol, against $r=2.5$ nm.

## (d) At what thickness can the crack spread?

**Solution.** In plane strain the natural modulus is $E'=E/(1-\nu^2)$. The opening is proportional to $\sigma h/E'$, so for a rigid substrate

$$W(a)=\frac{\sigma^2h^2}{E'}\,w(s),\qquad s=\frac ah,$$

where $w$ is a pure number that depends on $s$ and $\nu$.

Let the crack advance by $dy$ along the layer, its front keeping its shape. It releases $W(a)\,dy$ and creates a crack of area $a\,dy$. Let $\Gamma$ be the energy needed per area of crack, both faces together. Spreading is possible if

$$\frac{W(a)}{a}=\frac{\sigma^2h}{E'}\,\frac{w(s)}{s}\ge\Gamma .$$

The crack may run at any depth, so the most favourable one sets the threshold:

$$h_c=\frac{\Gamma E'}{Z\sigma^2},\qquad Z=\max_{0<s\le1}\frac{w(s)}{s}.$$

Inserting $\sigma$ and $E'$, and using $(1-\nu)^2/(1-\nu^2)=(1-\nu)/(1+\nu)$, gives

$$h_c=\frac{\Gamma E\,r^2}{4Z\,b^2\gamma^2\cos^2\theta}\;\frac{1-\nu}{(1+\nu)(1-2\nu)^2}.$$

Stress alone does not decide the matter. The stored energy per area of layer grows with $h$, while the cost per area of crack does not. Below $h_c$ an isolated, straight, steadily spreading crack cannot pay for its surface. Above $h_c$ it can, but a suitable flaw is still needed to start it.

## (e) How large is $Z$?

First bound the full-depth value $w(1)$ from both sides, then find $Z$.

**Solution: lower bound.** Any trial displacement in the maximum of part (c) gives a value no larger than $W$. With $\zeta=z/h$, take for $x>0$

$$v_x=U e^{-kx}\varphi(\zeta),\qquad \varphi=2\zeta-\zeta^2,\qquad v_z=0,$$

and its mirror image for $x<0$. The needed integrals over $\zeta$ are

$$\int\varphi=\tfrac23,\qquad A=\int\varphi^2=\tfrac8{15},\qquad B=\int\varphi'^2=\tfrac43 .$$

The opening is $2U\varphi$. The elastic energy density is $\tfrac12[M(\partial_xv_x)^2+\mu(\partial_zv_x)^2]$, and $\int_0^\infty e^{-2kx}dx=1/(2k)$. Adding the two halves,

$$W\ge\tfrac43\sigma hU-\tfrac12U^2S,\qquad S=MA\,kh+\frac{\mu B}{kh}.$$

The best $U$ gives $\tfrac89\sigma^2h^2/S$. The best $k$ makes the two terms of $S$ equal, so $S=2\sqrt{M\mu AB}$. With $AB=32/45$,

$$w(1)\ge\frac{4/9}{\sqrt{32/45}}\,\frac{E'}{\sqrt{M\mu}}=\sqrt{\frac5{18}}\,\frac{E'}{\sqrt{M\mu}} .$$

**Solution: upper bound.** Let $\tau$ be any stress field in balance with the pressure $\sigma$ on the crack faces. Virtual work gives $\sigma\int\delta\,dz=\int\tau:\varepsilon(\mathbf v)$. At every point $\tau:\varepsilon-\tfrac12\varepsilon:C:\varepsilon\le\tfrac12\tau:C^{-1}:\tau$, so

$$W\le\tfrac12\int\tau:C^{-1}:\tau\,dx\,dz.$$

For $x>0$ choose $\tau_{xx}=-\sigma g(x)$ with $g(0)=1$ and $g'(0)=0$. Balance of forces and a free top then require

$$\tau_{xz}=-\sigma g'(h-z),\qquad \tau_{zz}=-\tfrac12\sigma g''(h-z)^2 .$$

With $q=\nu/(1-\nu)$, the plane-strain energy density is

$$\frac1{2E'}\left[\tau_{xx}^2+\tau_{zz}^2-2q\,\tau_{xx}\tau_{zz}+2(1+q)\tau_{xz}^2\right].$$

Integrate over $z$, measure $x$ in units of $h$, and add both halves:

$$w(1)\le\int_0^\infty\left[g^2+\tfrac1{20}g''^2-\tfrac q3\,gg''+\tfrac23(1+q)g'^2\right]dx .$$

Since $g'(0)=0$, $\int gg''=-\int g'^2$. The integrand becomes $g^2+cg'^2+\alpha g''^2$, with $c=\tfrac23+q$ and $\alpha=\tfrac1{20}$. Its minimum obeys $\alpha g''''-cg''+g=0$, solved by

$$g=\frac{k_2e^{-k_1x}-k_1e^{-k_2x}}{k_2-k_1},\qquad k_1k_2=\frac1{\sqrt\alpha},\qquad k_1^2+k_2^2=\frac c\alpha .$$

Integrating by parts and using this equation leaves just the boundary term $\alpha g'''(0)=\alpha k_1k_2(k_1+k_2)$. Because $(k_1+k_2)^2=c/\alpha+2/\sqrt\alpha$, this equals $\sqrt{c+2\sqrt\alpha}$, and

$$w(1)\le\sqrt{\frac23+\frac{\nu}{1-\nu}+\frac1{\sqrt5}} .$$

**Solution: the value.** For $\nu=0.20$ the bounds are 0.807 and 1.168. A plane-strain finite-element solution gives $w(1)=1.02$, between them. The same method, applied to a layer and substrate of identical material, gives 1.972; the classical edge-crack result is 1.976.

Shallower cracks give $w/s=0.461$, 0.806, 1.015 and 1.055 at $s=0.25$, 0.50, 0.75 and 0.875. The largest value found is

$$Z=1.055\quad\text{near}\quad a=0.9\,h .$$

Depths were sampled in steps of $h/24$, and $s=0.875$ and 0.917 give the same value, so the true peak lies between them and is higher by about 0.001. The third decimal of $w(1)$ is also uncertain, because the mesh extrapolation is less accurate where the tip touches the rigid base.

The crack gains by stopping short of the substrate. Between $s=0.917$ and 1, $w$ rises from $1.055\times0.917=0.967$ to 1.021, a mean slope of about 0.65. The last piece of crack thus releases less than the average and does not pay for itself at threshold.

The slope $w'(s)$ also governs the deepening of a long scratch that already exists. Its peak is about 1.46, so a scratch of the right depth can deepen once $h$ exceeds $1.055/1.46\approx0.72$ of $h_c$, although it cannot yet spread lengthwise.

## (f) What is the critical thickness of highly porous silicon?

Take porosity $P=0.85$, $r=2.5$ nm, $\nu=0.20$, and thinly oxidised walls that the liquid wets fully ($\theta=0$). For the solid take modulus $E_s=160$ GPa, Poisson ratio 0.22 and surface energy $\gamma_s=1.0$ J/m². Compare water, ethanol and pentane, with $\gamma=72$, 22 and 16 mN/m. All these are rough typical values.

**Solution.** Model the skeleton as a foam of struts with thickness $t$ and length $\ell$. The solid fraction scales as $(t/\ell)^2$. A strut under force $F$ bends by about $F\ell^3/(E_st^4)$; stress $F/\ell^2$ divided by strain then gives a modulus of order $E_s(t/\ell)^4$. Taking the prefactor as one, which is an assumption,

$$E=E_s(1-P)^2=160\times0.15^2=3.6\ \text{GPa},\qquad E'=\frac{3.6}{0.96}=3.75\ \text{GPa}.$$

The bulk moduli are $K=2.0$ GPa and $K_s=95$ GPa, so $b=0.979$. If a flat crack cuts only the solid fraction, $\Gamma=2\gamma_s(1-P)=0.30$ J/m². This too is an assumption: a crack that passes between the nodes of the foam cuts less solid and needs less energy.

For ethanol,

$$p_c=\frac{2\times0.022}{2.5\times10^{-9}}=17.6\ \text{MPa},\qquad \sigma=0.979\times0.75\times17.6=12.9\ \text{MPa},$$

$$h_c=\frac{0.30\times3.75\times10^9}{1.055\,(12.9\times10^6)^2}\approx6.4\ \mu\text{m}.$$

| Liquid | $p_c$ (MPa) | $\sigma$ (MPa) | $h_c$ (µm) |
|---|---|---|---|
| water | 57.6 | 42.3 | 0.60 |
| ethanol | 17.6 | 12.9 | 6.4 |
| pentane | 12.8 | 9.4 | 12 |

The layer is the same in all three rows, so $h_c$ varies as $1/\gamma^2$. A separate finite-element calculation applied the pore tension alone to layers of the water and ethanol thicknesses, and took the difference of grand potentials with and without a crack. At the most favourable depth it returned the assumed $\Gamma=0.30$ J/m², which confirms the factor $(1-2\nu)/(1-\nu)$ of part (b) and the reduction to a face pressure in part (c). It used the same mesh and took $b$ as an input, so it tests neither $b$ nor $Z$.

In this foam model, at fixed $b$, $\nu$ and $\gamma_s$, $h_c\propto(1-P)^3r^2/\gamma^2$. Halving the solid fraction costs a factor of eight. As $\gamma\to0$ the threshold goes to infinity, which is why drying without a liquid–gas interface avoids this cause of cracking.

## (g) How far can these numbers be trusted?

**Solution.** Several assumptions hold well here. Replacing the rigid base by elastic silicon lowers $h_c$ by 2.2 %. The thickness strain is at most 1.4 % in size, though the model also assumes that no strut breaks under the vertical compression $bp_c$ of the skeleton, which is 56 MPa for water. To estimate the flow, take the permeability as $k=Pr^2/24$ (straight pores, a third of them along the flow). For evaporation at $v=0.1$ µm/s and a viscosity $\eta=1$ mPa s, the pressure drop $\eta vh_c/k$ across the layer is 0.3 to 5 kPa, negligible beside $p_c$. It grows in proportion to $v$: for pentane, with the same viscosity, it reaches 1 % of $p_c$ at about 2 µm/s. A pressure change evens out across the layer in a time of order $t=h_c^2\eta S/k$. Here $S=b^2/M+P/K_l$ is the liquid volume taken up per volume of layer and per pressure rise, with a liquid bulk modulus $K_l$ of roughly 1 GPa. The fixed-pressure assumption holds for cracks slower than about $h_c/t$, which is roughly 0.3 m/s with water and 0.02 m/s with pentane.

Other effects are not small:

- **Built-in stress.** Porous silicon tends to have a slightly larger lattice spacing than its substrate. A rough free expansion of $10^{-3}$ gives a compression $10^{-3}E/(1-\nu)=4.5$ MPa, which subtracts from $\sigma$. It multiplies $h_c$ by 1.25 for water, 2.4 for ethanol and 3.7 for pentane. A bonded layer shows its mismatch normal to the surface, enlarged by $(1+\nu)/(1-\nu)=1.5$; if $10^{-3}$ is that normal value, the compression is 3.0 MPa and the factors are 1.16, 1.7 and 2.2.
- **Adsorbed liquid.** A film 0.4 nm thick on the walls narrows the pore, which by itself lowers $h_c$ to 0.71 of its value. The attraction that holds the film to the wall raises the tension and lowers $h_c$ further.
- **Curved menisci.** If curvature lowers $p_c$ by a factor $1-2\ell_T/r$, with a rough length $\ell_T=0.1$ nm, $h_c$ rises by 18 %. The opposite sign of $\ell_T$ would lower it.
- **Menisci on the crack faces.** A hemisphere pinned at a cut pore has area $2\pi r^2$ and displaces a volume $\tfrac23\pi r^3$ of liquid. Its cost is $2\pi r^2\gamma-p_c\tfrac23\pi r^3=\tfrac23\pi r^2\gamma$. Two faces add $\tfrac43P\gamma$ to $\Gamma$: 27 % for water, 8 % for ethanol.
- **Cavitation.** A rough estimate from classical nucleation theory puts the breaking tension at about 15 MPa for pentane, 25 MPa for ethanol and 150 MPa for water. Pentane's $p_c$ of 12.8 MPa, or 15 MPa with the adsorbed film, is close to this limit, so it may cavitate before $p_c$ is reached.
- **Crystal direction.** Silicon's modulus runs from about 130 to 190 GPa, which moves $h_c$ by nearly 20 % either way at fixed $\Gamma$.

Real highly porous silicon dried from water does crack at thicknesses of the order of a micrometre, and liquids of low surface tension allow thicker layers. The model agrees with that much. Real layers also have a spread of pore sizes and an uncertain $\Gamma$, to which $h_c$ is proportional. The modulus prefactor is assumed too, and an error in $r$ enters squared. The Poisson ratio is assumed as well: at fixed $E$, $b$ and $Z$, taking $\nu=0.10$ or 0.30 instead of 0.20 multiplies $h_c$ by about 0.7 or 1.8. The water value is therefore best read as an order of magnitude: a micrometre or somewhat less. For ethanol and pentane the assumed built-in stress alone changes the thickness by a factor of 1.7 to 3.7, so it must be known as well. The numerical output lists the individual values.

## Computed values

```
porosity 0.85, pore radius 2.5 nm, nu 0.20
solid: E 160 GPa, nu 0.22, surface energy 1.0 J/m2
layer modulus E = 3.60 GPa, E' = 3.75 GPa
M = 4.00 GPa, mu = 1.50 GPa
K = 2.00 GPa, K_solid = 95.2 GPa, b = 0.979
fracture energy Gamma = 0.30 J/m2
hollow sphere, porosity 0.50: b = 0.676
half-space check: FE 1.972, reference 1.976
full-depth w(1) = 1.021; bounds 0.807 and 1.168
Z = 1.055 at depth a/h = 0.917
  a/h = 0.250: w/s = 0.461
  a/h = 0.500: w/s = 0.806
  a/h = 0.750: w/s = 1.015
  a/h = 0.875: w/s = 1.055
  a/h = 1.000: w/s = 1.021
peak dw/ds (deepening of a long scratch) = 1.46
Z on elastic silicon = 1.079, h_c change -2.2 %
adsorbed film 0.4 nm: h_c factor 0.71
Tolman length 0.1 nm: h_c factor 1.18
lattice expansion 1e-03: compression 4.50 MPa
viscosity 1 mPa s, evaporation 0.1 um/s, liquid K 1 GPa
permeability = 0.221 nm2
water: gamma = 72 mN/m, p_c = 57.6 MPa
  film stress = 42.29 MPa, h_c = 0.60 um
  thickness strain = -1.41 %
  meniscus energy/Gamma = 27.2 %
  built-in compression: h_c factor 1.25
  pressure drop in drying = 0.27 kPa
  drained below crack speed ~ 0.34 m/s
ethanol: gamma = 22 mN/m, p_c = 17.6 MPa
  film stress = 12.92 MPa, h_c = 6.38 um
  thickness strain = -0.43 %
  meniscus energy/Gamma = 8.3 %
  built-in compression: h_c factor 2.35
  pressure drop in drying = 2.88 kPa
  drained below crack speed ~ 0.032 m/s
pentane: gamma = 16 mN/m, p_c = 12.8 MPa
  film stress = 9.40 MPa, h_c = 12.07 um
  thickness strain = -0.31 %
  meniscus energy/Gamma = 6.0 %
  built-in compression: h_c factor 3.68
  pressure drop in drying = 5.45 kPa
  drained below crack speed ~ 0.017 m/s
silicon E along 100: 130 GPa, 111: 189 GPa
```
